# Score-Function Derivative of a Tally with Respect to Collision Rate: a program that tests the result

```python
"""
Result under test: for histories with a constant collision rate S per length,
    d<T>/dS = < T * (n/S - L) > + < explicit dT/dS >,
n = number of collisions, L = total path including an uncollided last flight.
The scattering law, drag and stopping rules must not depend on S.
Checks: an explicit Poisson sum, an exactly solvable rod, and a model of
10 keV boron in amorphous silicon compared with finite differences.
Lengths are in nm and energies in eV unless a name says otherwise.
"""
import numpy as np
from scipy import constants as sc
from scipy.integrate import quad, solve_ivp
from scipy.stats import poisson


def mean_se(x):
    return np.mean(x), np.std(x, ddof=1) / np.sqrt(len(x))


def agrees(sample, exact):
    m, se = mean_se(sample)
    return abs(m - exact) < 4.5 * se


# ---------- explicit sum over collision numbers on a straight path ----------
S, d, q = 0.7, 3.0, 0.6
n = np.arange(150)
score_sum = np.sum(poisson.pmf(n, S * d) * q**n * (n / S - d))
straight_exact = -(1 - q) * d * np.exp(-S * d * (1 - q))
assert abs(score_sum - straight_exact) < 1e-12
print(f"Straight path: rate {S} /nm, length {d} nm, factor q {q}")
print(f"  score sum {score_sum:.8f} nm, exact {straight_exact:.8f} nm")


# ---------- rod with equally likely forward and backward scattering ----------
def rod(rate, length, count, seed):
    rng = np.random.default_rng(seed)
    ids = np.arange(count)
    x, direction, path = np.zeros(count), np.ones(count), np.zeros(count)
    through = np.zeros(count)
    number, total, last = np.zeros(count), np.zeros(count), np.zeros(count)
    collisions = 0
    while ids.size:
        flight = rng.exponential(1 / rate, ids.size)
        edge = np.where(direction > 0, length - x, x)
        hit = flight < edge
        out = ~hit
        i = ids[out]
        through[i] = direction[out] > 0
        number[i], total[i] = collisions, path[out] + edge[out]
        last[i] = edge[out]
        x = x[hit] + direction[hit] * flight[hit]
        path, ids = path[hit] + flight[hit], ids[hit]
        direction = np.where(rng.random(ids.size) < 0.5, 1.0, -1.0)
        collisions += 1
    return through, number, total, last


S, d = 1.0, 2.0
through, n, L, last = rod(S, d, 400000, 11)
W = n / S - L
rod_exact = -(d / 2) / (1 + S * d / 2)**2
assert agrees(through, 1 / (1 + S * d / 2))
assert agrees(L, d)
assert agrees(through * W, rod_exact)
no_last = mean_se(through * (W + last))
assert abs(no_last[0] - rod_exact) > 50 * no_last[1]
S_new = 1.2
ratio = (S_new / S)**n * np.exp(-(S_new - S) * L)
assert agrees(through * ratio, 1 / (1 + S_new * d / 2))
# The mean path is d at every rate, so its derivative must vanish.
assert agrees(L * W, 0.0)
assert agrees(n / S * W - n / S**2, 0.0)
missing = mean_se(n / S * W)
assert missing[0] > 50 * missing[1]
m, se = mean_se(through * W)
print(f"Rod: rate {S} /nm, length {d} nm, histories {len(n)}")
print(f"  transmission {through.mean():.4f}, exact {1/(1+S*d/2):.4f}")
print(f"  its derivative {m:.4f} +- {se:.4f} nm, exact {rod_exact:.4f} nm")
print(f"  derivative if last flight is dropped {no_last[0]:.4f} nm")
m, se = mean_se(through * ratio)
print(f"  reweighted to {S_new} /nm: {m:.4f} +- {se:.4f},"
      f" exact {1/(1+S_new*d/2):.4f}")
m, se = mean_se(n / S * W - n / S**2)
print(f"  path scored as n/rate: derivative {m:.3f} +- {se:.3f} nm^2")
print(f"  same without explicit term {missing[0]:.3f} nm^2, exact 0")

# ---------- deflection by C/r^2 from an integrated trajectory ----------
# Unit mass, kinetic energy 1 at infinity, C = 1, impact parameter 1.
far = 300.0
r2 = far**2 + 1
start = [-far, 1.0, np.sqrt(2 * (1 - 1 / r2)), 0.0]


def motion(t, y):
    f = 2 / (y[0]**2 + y[1]**2)**2
    return [y[2], y[3], f * y[0], f * y[1]]


orbit = solve_ivp(motion, (0, 2 * far / np.sqrt(2)), start,
                  method="DOP853", rtol=1e-10, atol=1e-11).y[:, -1]
theta_orbit = np.arctan2(orbit[3], orbit[2])
theta_formula = np.pi * (1 - 1 / np.sqrt(2))
assert abs(theta_orbit - theta_formula) < 1e-4  # finite starting distance
print(f"Deflection at b^2=C/Ecm: orbit {theta_orbit:.5f},"
      f" formula {theta_formula:.5f} rad")

# ---------- boron implantation model, rough rounded parameters ----------
E0, E_cut = 10000.0, 100.0
M1, M2, Z1, Z2 = 11.0, 28.0, 5, 14
density = 50.0                 # atoms per nm^3
C = 0.55                       # eV nm^2
drag = 0.65                    # eV^(1/2) per nm; loss = drag*sqrt(E)
rate = 1.0                     # collisions per nm
p_max = np.sqrt(rate / (np.pi * density))
mu = M1 / M2
gamma = 4 * M1 * M2 / (M1 + M2)**2
cm = M2 / (M1 + M2)
deep_limit = 60.0


def implant(rate, drag, p_max, count, seed):
    rng = np.random.default_rng(seed)
    depth, number, total = (np.zeros(count) for _ in range(3))
    kept = np.zeros(count, dtype=bool)
    ids = np.arange(count)
    z, uz, path = np.zeros(count), np.ones(count), np.zeros(count)
    root = np.full(count, np.sqrt(E0))
    root_cut = np.sqrt(E_cut)
    collisions = 0
    while ids.size:
        flight = rng.exponential(1 / rate, ids.size)
        to_stop = 2 * (root - root_cut) / drag
        to_exit = np.where(uz < 0, z / np.maximum(-uz, 1e-300), np.inf)
        limit = np.minimum(to_stop, to_exit)
        step = np.minimum(flight, limit)
        z, path = z + uz * step, path + step
        root = root - drag * step / 2
        hit = flight < limit
        end = ~hit
        i = ids[end]
        depth[i], total[i], number[i] = z[end], path[end], collisions
        kept[i] = to_stop[end] <= to_exit[end]
        ids, z, uz = ids[hit], z[hit], uz[hit]
        path, root = path[hit], root[hit]
        collisions += 1
        energy = root**2
        b2 = p_max**2 * rng.random(ids.size)
        g = np.sqrt(b2 / (b2 + C / (cm * energy)))
        half_sin2 = np.cos(np.pi * g / 2)**2
        cos_cm = 1 - 2 * half_sin2
        cos_lab = (cos_cm + mu) / np.sqrt(1 + 2 * mu * cos_cm + mu**2)
        side = np.sqrt(np.maximum(0, (1 - cos_lab**2) * (1 - uz**2)))
        turn = np.cos(2 * np.pi * rng.random(ids.size))
        uz = np.clip(uz * cos_lab + side * turn, -1, 1)
        root = np.sqrt(energy * (1 - gamma * half_sin2))
        live = root > root_cut
        end = ~live
        i = ids[end]
        depth[i], total[i], number[i] = z[end], path[end], collisions
        kept[i] = True
        ids, z, uz = ids[live], z[live], uz[live]
        path, root = path[live], root[live]
    return depth, kept, number, total


def summary(run):
    depth, kept = run[0], run[1]
    R, R_se = mean_se(depth[kept])
    P, P_se = mean_se((kept & (depth > deep_limit)).astype(float))
    return np.array([R, P]), np.array([R_se, P_se])


def log_slopes(run):
    """rate times derivative of retained mean depth and of deep fraction"""
    depth, kept, n, L = run
    w = n - rate * L
    R = depth[kept].mean()
    deep = (kept & (depth > deep_limit)).astype(float)
    fix = len(n) / (len(n) - 1)
    return np.array([np.mean(kept * (depth - R) * w) / kept.mean(),
                     fix * np.mean((deep - deep.mean()) * w)])


N_score, N_diff, h = 100000, 40000, 0.1
base = implant(rate, drag, p_max, N_score, 21)
depth, kept, n, L = base
(R, P), (R_se, P_se) = summary(base)
slope = log_slopes(base)
batches = [log_slopes([a[j::25] for a in base]) for j in range(25)]
slope_se = np.std(batches, axis=0, ddof=1) / 5
w = n - rate * L
assert agrees(w, 0.0)
assert abs(np.mean(w**2) / n.mean() - 1) < 0.03
tally = kept * depth
raw_sd = np.std(tally * w)
centred_sd = np.std((tally - tally.mean()) * w)
assert centred_sd < raw_sd


def difference(rate_change, drag_change, seed):
    ends = [summary(implant(rate * (1 + s * rate_change),
                            drag * (1 + s * drag_change), p_max,
                            N_diff, seed + s)) for s in (-1, 1)]
    value = (ends[1][0] - ends[0][0]) / (2 * h)
    error = np.hypot(ends[1][1], ends[0][1]) / (2 * h)
    return value, error


fd, fd_se = difference(h, 0, 100)
fd_drag, fd_drag_se = difference(0, h, 200)
# Allow sampling noise plus the h^2 truncation error of the difference.
assert np.all(np.abs(fd - slope)
              < 4.5 * np.hypot(fd_se, slope_se) + h**2 * np.abs(slope))
assert np.all(np.abs(slope) > 8 * slope_se)
scale_sum = slope[0] + fd_drag[0]
scale_se = np.hypot(slope_se[0], fd_drag_se[0])
assert abs(scale_sum + R) < 4.5 * scale_se + h**2 * R

# Doubled rate: first with the same scattering law, then by a wider disk.
R_same = summary(implant(2 * rate, drag, p_max, 20000, 301))[0][0]
R_wide = summary(implant(2 * rate, drag, np.sqrt(2) * p_max,
                         20000, 302))[0][0]
assert abs(R_wide - R) < 0.5 * abs(R_same - R)

print(f"Implant: B {E0/1000:.0f} keV in a-Si, cutoff {E_cut:.0f} eV,"
      f" histories {N_score}")
print(f"  masses {M1:.0f}, {M2:.0f} u; atoms {density:.0f} /nm^3;"
      f" C {C} eV nm^2")
print(f"  rate {rate} /nm, p_max {p_max:.4f} nm, drag {drag} eV^0.5/nm")
print(f"  largest possible path {2*(E0**.5-E_cut**.5)/drag:.1f} nm")
print(f"  mean collisions {n.mean():.2f}, mean path {L.mean():.2f} nm")
print(f"  mean of n-rate*L {w.mean():.3f} +- {mean_se(w)[1]:.3f}")
print(f"  variance of n-rate*L {np.mean(w**2):.2f}")
print(f"  retained fraction {kept.mean():.4f}")
print(f"  retained mean depth R {R:.2f} +- {R_se:.2f} nm,"
      f" spread {depth[kept].std():.2f} nm")
print(f"  fraction deeper than {deep_limit:.0f} nm: {P:.4f} +- {P_se:.4f}")
print(f"  rate*dR/drate: score {slope[0]:.2f} +- {slope_se[0]:.2f} nm")
print(f"    finite difference {fd[0]:.2f} +- {fd_se[0]:.2f} nm,"
      f" {N_diff} histories each side, step {h:.0%}")
print(f"  dR/drate {slope[0]/rate:.2f} nm^2")
print(f"  rate*d(deep fraction)/drate: score {slope[1]:.4f}"
      f" +- {slope_se[1]:.4f}")
print(f"    finite difference {fd[1]:.4f} +- {fd_se[1]:.4f}")
print(f"  depth-score spread: raw {raw_sd:.1f}, centred {centred_sd:.1f} nm")
print(f"  drag*dR/ddrag {fd_drag[0]:.2f} +- {fd_drag_se[0]:.2f} nm")
print(f"  sum of both slopes {scale_sum:.2f} +- {scale_se:.2f} nm,"
      f" scaling law {-R:.2f} nm")
print(f"  +2% rate only: shift {0.02*slope[0]:.2f} nm;"
      f" +2% density: {-0.02*R:.2f} nm")
print(f"  R at doubled rate, same scattering law {R_same:.2f} nm")
print(f"  R at doubled rate through wider disk {R_wide:.2f} nm")

# ---------- sizes of neglected effects ----------
print("Neglected effects")
print(f"  soft collisions out to sqrt(2)*p_max: shift {R_wide-R:.2f} nm")


def model_stopping(E):
    def loss(b):
        g = b / np.sqrt(b**2 + C / (cm * E))
        return gamma * E * np.cos(np.pi * g / 2)**2 * 2 * np.pi * b
    return density * quad(loss, 0, p_max)[0]


def universal_stopping(E):
    zsum = Z1**0.23 + Z2**0.23
    eps = 32.53 * M2 * E / 1000 / (Z1 * Z2 * (M1 + M2) * zsum)
    s = np.log(1 + 1.1383 * eps) / (
        2 * (eps + 0.01321 * eps**0.21226 + 0.19593 * eps**0.5))
    cross = 8.462e-15 * Z1 * Z2 * M1 * s / ((M1 + M2) * zsum)
    return cross * 1e14 * density


for E in (E0, E0 / 10):
    a, b = model_stopping(E), universal_stopping(E)
    assert abs(a / b - 1) < 0.25
    print(f"  nuclear stopping at {E/1000:.0f} keV: model {a:.1f},"
          f" universal fit {b:.1f} eV/nm")
S_el = drag * np.sqrt(E0)
v = np.sqrt(2 * E0 * sc.e / (M1 * sc.atomic_mass))
v_F = sc.hbar * (3 * np.pi**2 * 4 * density * 1e27)**(1 / 3) / sc.m_e
T_max = 2 * sc.m_e * v * (v + v_F) / sc.e
straggle = np.sqrt(T_max * E0)
print(f"  electronic stopping at start {S_el:.1f} eV/nm")
print(f"  electronic straggling below {straggle:.0f} eV, about"
      f" {straggle/(S_el+model_stopping(E0)):.1f} nm of path")
left = E_cut / (drag * np.sqrt(E_cut) + model_stopping(E_cut))
print(f"  path left below cutoff, about {left:.1f} nm")
e2 = sc.e / (4 * np.pi * sc.epsilon_0) * 1e9
a0 = sc.physical_constants["Bohr radius"][0] * 1e9
a_TF = 0.8853 * a0 / np.sqrt(Z1**(2 / 3) + Z2**(2 / 3))
row = 0.54
psi1 = np.sqrt(2 * Z1 * Z2 * e2 / (E0 * row))
psi2 = np.sqrt(np.sqrt(3) * a_TF / (np.sqrt(2) * row) * psi1)
print(f"  channelling angle if crystalline (row spacing {row} nm)"
      f" {np.degrees(psi2):.1f} deg")
D_anneal, t_anneal = 1e-14, 10.0   # rough cm^2/s near 1000 C; seconds
spread = np.sqrt(2 * D_anneal * t_anneal) * 1e7
print(f"  anneal {t_anneal:.0f} s at rough D {D_anneal:.0e} cm^2/s:"
      f" spread {spread:.1f} nm")
print("all tests passed")
```

It prints:

```
Straight path: rate 0.7 /nm, length 3.0 nm, factor q 0.6
  score sum -0.51805263 nm, exact -0.51805263 nm
Rod: rate 1.0 /nm, length 2.0 nm, histories 400000
  transmission 0.4998, exact 0.5000
  its derivative -0.2511 +- 0.0017 nm, exact -0.2500 nm
  derivative if last flight is dropped 0.3288 nm
  reweighted to 1.2 /nm: 0.4542 +- 0.0008, exact 0.4545
  path scored as n/rate: derivative -0.005 +- 0.009 nm^2
  same without explicit term 1.990 nm^2, exact 0
Deflection at b^2=C/Ecm: orbit 0.92016, formula 0.92015 rad
Implant: B 10 keV in a-Si, cutoff 100 eV, histories 100000
  masses 11, 28 u; atoms 50 /nm^3; C 0.55 eV nm^2
  rate 1.0 /nm, p_max 0.0798 nm, drag 0.65 eV^0.5/nm
  largest possible path 276.9 nm
  mean collisions 83.83, mean path 83.81 nm
  mean of n-rate*L 0.022 +- 0.029
  variance of n-rate*L 84.40
  retained fraction 0.9576
  retained mean depth R 50.59 +- 0.08 nm, spread 24.98 nm
  fraction deeper than 60 nm: 0.3408 +- 0.0015
  rate*dR/drate: score -37.82 +- 0.82 nm
    finite difference -37.39 +- 0.91 nm, 40000 histories each side, step 10%
  dR/drate -37.82 nm^2
  rate*d(deep fraction)/drate: score -0.6043 +- 0.0166
    finite difference -0.5886 +- 0.0167
  depth-score spread: raw 561.9, centred 250.4 nm
  drag*dR/ddrag -14.09 +- 0.90 nm
  sum of both slopes -51.90 +- 1.22 nm, scaling law -50.59 nm
  +2% rate only: shift -0.76 nm; +2% density: -1.01 nm
  R at doubled rate, same scattering law 29.19 nm
  R at doubled rate through wider disk 50.08 nm
Neglected effects
  soft collisions out to sqrt(2)*p_max: shift -0.50 nm
  nuclear stopping at 10 keV: model 76.8, universal fit 79.7 eV/nm
  nuclear stopping at 1 keV: model 70.9, universal fit 80.9 eV/nm
  electronic stopping at start 65.0 eV/nm
  electronic straggling below 346 eV, about 2.4 nm of path
  path left below cutoff, about 2.2 nm
  channelling angle if crystalline (row spacing 0.54 nm) 4.8 deg
  anneal 10 s at rough D 1e-14 cm^2/s: spread 4.5 nm
all tests passed
```
